**Stretched H2+ in semilocal functionals: fractional atoms against the molecule**

The program tests $E(R)\to2E_A(1/2)+1/(4R)$, where $R$ is the internuclear distance and $E_A(n)$ is the energy of a hydrogen atom holding $n$ electrons of one spin. It solves the molecule and the fractional atoms separately with LSDA and PBE, and asserts that their energies agree with this law at 20 and 30 bohr. At 20 bohr it also asserts that the $1/(4R)$ term appears in the Hartree energy, while the exchange-correlation and remaining terms match two half atoms within the stated tolerance. Further assertions cover the closed exchange-only model, the concavity of $E_A(n)$ near zero, its convexity on the sampled points from 0.2 to 1, and the preference for equal charge sharing among the sampled divisions. Each functional must show one well and one barrier in the interpolated range, and subtracting $1/(4R)$ must remove the barrier from the sampled curve. The output places the separated limit 2.72 eV (LSDA) and 2.90 eV (PBE) below each functional's own hydrogen atom. The barriers lie 0.93 eV and 0.96 eV above those limits.

## Numerical verification

```python
# Result under test: for symmetric H2+ in a semilocal density functional,
#   E(R) -> 2 E_A(1/2) + 1/(4R),
# where E_A(n) is the energy of a hydrogen atom with n electrons of one spin.
# 2 E_A(1/2) lies far below E_A(1), and the 1/(4R) tail causes a barrier.
# R: internuclear distance (bohr); energies in hartree unless labelled eV.
# The reference is the bare one-electron Hamiltonian in the same basis.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from pyscf import gto, dft, scf

HARTREE_EV = constants.value("Hartree energy in eV")
BASIS = {"H": [[0, [0.04 * 2.5**k, 1.0]] for k in range(10)]
         + [[1, [a, 1.0]] for a in (0.1, 0.3, 0.9)] + [[2, [0.5, 1.0]]]}
FUNCTIONALS = {"LSDA": "lda,pw", "PBE": "pbe,pbe"}


def build_system(distance=None):
    """Integrals and grid in sigma (atom) or sigma-gerade (molecule) space."""
    if distance is None:
        atoms, charge = [["H", (0, 0, 0)]], 0
    else:
        atoms = [["H", (0, 0, -distance / 2)], ["H", (0, 0, distance / 2)]]
        charge = 1
    mol = gto.M(atom=atoms, unit="Bohr", basis=BASIS, charge=charge,
                spin=1, verbose=0)
    labels = mol.ao_labels(fmt=None)
    per_atom = mol.nao // len(atoms)
    sigma = [i for i in range(per_atom)
             if labels[i][3] in ("", "z", "z^2", "z2")]
    assert len(sigma) == 14
    space = np.zeros((mol.nao, len(sigma)))
    for column, i in enumerate(sigma):
        space[i, column] = 1.0
        if distance is not None:
            parity = -1.0 if "p" in labels[i][2] else 1.0
            space[i + per_atom, column] = parity
    core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    grid = dft.gen_grid.Grids(mol)
    grid.level = 3
    grid.build()
    values = mol.eval_gto("GTOval_sph_deriv1", grid.coords) @ space
    return {"space": space, "core": space.T @ core @ space,
            "overlap": space.T @ mol.intor("int1e_ovlp") @ space,
            "eri": mol.intor("int2e", aosym="s8"),
            "values": values, "weights": grid.weights,
            "nuclear": mol.energy_nuc()}


def reference_energy(system):
    return eigh(system["core"], system["overlap"])[0][0] + system["nuclear"]


def solve(system, occupation, functional):
    """Self-consistent energy parts for one orbital with given occupation."""
    core, overlap, space = (system[k] for k in ("core", "overlap", "space"))
    phi, weights = system["values"], system["weights"]
    gradient_needed = functional.startswith("pbe")
    orbital = eigh(core, overlap)[1][:, 0]
    old_energy, mixed = None, None
    for _ in range(100):
        full = space @ orbital
        density_matrix = occupation * np.outer(full, full)
        coulomb = scf.hf.dot_eri_dm(system["eri"], density_matrix, hermi=1,
                                    with_j=True, with_k=False)[0]
        coulomb = space.T @ coulomb @ space
        psi = phi @ orbital
        rho = occupation * psi[0]**2
        if gradient_needed:
            grad = 2 * occupation * psi[0] * psi[1:]
            spin_up = np.vstack([rho[None, :], grad])
        else:
            spin_up = rho
        exc, vxc = dft.libxc.eval_xc(
            functional, (spin_up, np.zeros_like(spin_up)), spin=1, deriv=1)[:2]
        fock = core + coulomb + phi[0].T @ (
            (weights * vxc[0][:, 0])[:, None] * phi[0])
        if gradient_needed:
            directional = np.einsum("xg,xgi->gi", grad, phi[1:])
            part = phi[0].T @ (
                (2 * weights * vxc[1][:, 0])[:, None] * directional)
            fock = fock + part + part.T
        one = occupation * orbital @ core @ orbital
        hartree = 0.5 * occupation * orbital @ coulomb @ orbital
        xc = np.sum(weights * rho * exc)
        energy = one + hartree + xc + system["nuclear"]
        if old_energy is not None and abs(energy - old_energy) < 1e-10:
            return {"total": energy, "hartree": hartree, "xc": xc,
                    "bare": one + system["nuclear"]}
        old_energy = energy
        mixed = fock if mixed is None else 0.6 * fock + 0.4 * mixed
        orbital = eigh(mixed, overlap)[1][:, 0]
    raise RuntimeError("self-consistency not reached")


# Closed model: exchange-only LSDA with a scaled 1s density.
C_X = 81 / 256 * (6 / np.pi**2)**(1 / 3)


def model_energy(n):
    return -n / 2 * (1 - 5 * n / 16 + C_X * n**(1 / 3))**2


def density_1s(r):
    return np.exp(-2 * r) / np.pi


def enclosed_charge(r):
    return quad(lambda s: 4 * np.pi * s**2 * density_1s(s), 0, r)[0]


hartree_1s = quad(lambda r: 4 * np.pi * r * density_1s(r)
                  * enclosed_charge(r), 0, 30)[0]
exchange_1s = 2**(1 / 3) * 0.75 * (3 / np.pi)**(1 / 3) * quad(
    lambda r: 4 * np.pi * r**2 * density_1s(r)**(4 / 3), 0, 30)[0]
assert abs(hartree_1s - 5 / 16) < 1e-7
assert abs(exchange_1s - C_X) < 1e-7
for n in (0.1, 0.5, 1.0):
    direct = minimize_scalar(
        lambda z: n * (z * z / 2 - z) + hartree_1s * n**2 * z
        - exchange_1s * n**(4 / 3) * z, bounds=(0.3, 2), method="bounded").fun
    assert abs(direct - model_energy(n)) < 1e-7


def model_curvature(n, h=1e-3):
    return (model_energy(n + h) - 2 * model_energy(n)
            + model_energy(n - h)) / h**2


inflection = brentq(model_curvature, 0.02, 0.3)

atom = build_system()
atom_reference = reference_energy(atom)
assert abs(atom_reference + 0.5) < 2e-4
exchange_only = {n: solve(atom, n, "lda,")["total"]
                 for n in (0.25, 0.5, 0.75, 1.0)}
for n, energy in exchange_only.items():
    # The lower margin allows for the finite Gaussian basis.
    assert -1e-4 < model_energy(n) - energy < 2e-3

# Fractional atoms: concave near zero, convex over most of the range.
tenths = [k / 10 for k in range(1, 11)]
atom_energy, half_atom, curvature = {}, {}, {}
for name, code in FUNCTIONALS.items():
    e = {0.0: 0.0}
    for n in [0.02, 0.04] + tenths:
        result = solve(atom, n, code)
        e[n] = result["total"]
        if n == 0.5:
            half_atom[name] = result
    atom_energy[name] = e
    assert e[0.04] - 2 * e[0.02] < 0
    main = np.array([e[n] for n in tenths[1:]])
    assert np.all(np.diff(main, 2) > 0)
    assert all(e[n] < n * e[1.0] for n in tenths[:-1])
    assert 2 * e[0.5] < min(e[1.0], -0.5) - 0.05
    curvature[name] = (e[0.6] - 2 * e[0.5] + e[0.4]) / 0.01
    # Equal sharing beats every unequal division at R = 10 and at infinity.
    for inverse_r in (0.0, 0.1):
        shared = {k: e[k / 10] + e[(10 - k) / 10]
                  + k * (10 - k) / 100 * inverse_r for k in range(6)}
        assert min(shared, key=shared.get) == 5

# Molecular curves.
distances = np.array([1.6, 1.8, 2.0, 2.2, 2.5, 3.0, 3.6, 4.3, 5.0, 5.7,
                      6.4, 7.2, 8.0, 9.0, 10.5, 12.0, 20.0, 30.0])
reference = []
curves = {name: [] for name in FUNCTIONALS}
for distance in distances:
    molecule = build_system(distance)
    reference.append(reference_energy(molecule))
    for name, code in FUNCTIONALS.items():
        curves[name].append(solve(molecule, 1.0, code))
reference = np.array(reference)
assert np.all(np.diff(reference[distances >= 2.2]) > 0)
i20 = int(np.where(distances == 20.0)[0][0])
tail_reference = reference[i20] - atom_reference
# The margin covers the small p basis used for the polarizability.
assert abs(tail_reference / (-9 / (4 * 20.0**4)) - 1) < 0.10

extrema, totals, parts = {}, {}, {}
for name, code in FUNCTIONALS.items():
    total = np.array([point["total"] for point in curves[name]])
    totals[name] = total
    half = half_atom[name]
    for i in (i20, i20 + 1):
        predicted = 2 * half["total"] + 1 / (4 * distances[i])
        assert abs(total[i] - predicted) < 3e-5
    parts[name] = {key: curves[name][i20][key] - 2 * half[key]
                   for key in ("bare", "hartree", "xc")}
    assert abs(parts[name]["hartree"] - 1 / 80) < 1e-4
    assert abs(parts[name]["bare"]) < 1e-4
    assert abs(parts[name]["xc"]) < 1e-4
    near = distances <= 12
    spline = CubicSpline(distances[near], total[near])
    roots = spline.derivative().roots(extrapolate=False)
    assert len(roots) == 2
    assert spline(roots[0], 2) > 0 and spline(roots[1], 2) < 0
    found = []
    for root in roots:
        system = build_system(root)
        energy = solve(system, 1.0, code)["total"]
        assert abs(energy - spline(root)) < 2e-4
        found.append((root, energy, reference_energy(system)))
    extrema[name] = found
    assert np.all(np.diff(total[distances > roots[1]]) < 0)
    # Removing the point-charge repulsion removes the barrier;
    # the margin is for numerical-grid noise.
    without = total - 1 / (4 * distances)
    assert np.all(np.diff(without[distances >= 2.2]) > -5e-6)

print(f"Hartree energy of 1s density: {hartree_1s:.6f} hartree")
print(f"LSDA exchange coefficient c: {exchange_1s:.6f} hartree")
print(f"Model inflection: n = {inflection:.3f} electrons")
for n in (0.5, 1.0):
    print(f"Exchange-only LSDA n={n:.1f}: model {model_energy(n):.5f}, "
          f"SCF {exchange_only[n]:.5f} hartree")
print(f"Model 2E(1/2)-E(1): {2*model_energy(.5)-model_energy(1):.5f} hartree")
print(f"Reference H atom in basis: {atom_reference:.6f} hartree")
print(f"Reference tail at R=20 bohr: {tail_reference:.3e} hartree")
print("Atom: n (electrons), E_LSDA, E_PBE (hartree)")
for n in (0.02, 0.04, 0.2, 0.4, 0.5, 0.6, 0.8, 1.0):
    print(f"  {n:.2f}  {atom_energy['LSDA'][n]:.5f}  "
          f"{atom_energy['PBE'][n]:.5f}")
print("Molecule: R (bohr), E_reference, E_LSDA, E_PBE (hartree)")
for i, distance in enumerate(distances):
    if distance in (2.0, 3.0, 5.0, 6.4, 8.0, 12.0, 20.0, 30.0):
        print(f"  {distance:4.1f}  {reference[i]:.5f}  "
              f"{totals['LSDA'][i]:.5f}  {totals['PBE'][i]:.5f}")
for name in FUNCTIONALS:
    e = atom_energy[name]
    limit = 2 * e[0.5]
    well, top = extrema[name]
    drop = limit - e[1.0]
    height = top[1] - limit
    print(f"{name} limit 2E(1/2): {limit:.5f} hartree")
    print(f"{name} limit minus own E(1): {drop:.5f} hartree "
          f"= {drop*HARTREE_EV:.3f} eV")
    print(f"{name} limit minus true -1/2: {limit+0.5:.5f} hartree")
    print(f"{name} curvature at n=1/2: {curvature[name]:.3f} hartree; "
          f"1/curvature: {1/curvature[name]:.2f} bohr")
    print(f"{name} well: R={well[0]:.2f} bohr, E={well[1]:.5f} hartree")
    print(f"{name} error at well: {well[1]-well[2]:.5f} hartree")
    print(f"{name} barrier: R={top[0]:.2f} bohr, E={top[1]:.5f} hartree")
    print(f"{name} barrier above limit: {height:.5f} hartree "
          f"= {height*HARTREE_EV:.3f} eV")
    print(f"{name} barrier above well: {top[1]-well[1]:.5f} hartree")
    print(f"{name} 1/(4R) at barrier: {1/(4*top[0]):.5f} hartree")
    p = parts[name]
    print(f"{name} R=20 bohr, molecule minus two half atoms (hartree): "
          f"bare {p['bare']:.6f}, Hartree {p['hartree']:.6f}, "
          f"xc {p['xc']:.6f}")
print("all assertions hold")
```

Printed output:

```
Hartree energy of 1s density: 0.312500 hartree
LSDA exchange coefficient c: 0.268037 hartree
Model inflection: n = 0.084 electrons
Exchange-only LSDA n=0.5: model -0.27904, SCF -0.27906 hartree
Exchange-only LSDA n=1.0: model -0.45653, SCF -0.45707 hartree
Model 2E(1/2)-E(1): -0.10156 hartree
Reference H atom in basis: -0.499988 hartree
Reference tail at R=20 bohr: -1.399e-05 hartree
Atom: n (electrons), E_LSDA, E_PBE (hartree)
  0.02  -0.01162  -0.01223
  0.04  -0.02385  -0.02518
  0.20  -0.12344  -0.12998
  0.40  -0.23812  -0.24983
  0.50  -0.28935  -0.30322
  0.60  -0.33617  -0.35193
  0.80  -0.41629  -0.43520
  1.00  -0.47870  -0.49998
Molecule: R (bohr), E_reference, E_LSDA, E_PBE (hartree)
   2.0  -0.60249  -0.58375  -0.60922
   3.0  -0.57751  -0.57372  -0.59708
   5.0  -0.52418  -0.54684  -0.57238
   6.4  -0.50871  -0.54500  -0.57206
   8.0  -0.50250  -0.54869  -0.57629
  12.0  -0.50015  -0.55792  -0.58564
  20.0  -0.50000  -0.56621  -0.59393
  30.0  -0.49999  -0.57037  -0.59810
LSDA limit 2E(1/2): -0.57871 hartree
LSDA limit minus own E(1): -0.10001 hartree = -2.721 eV
LSDA limit minus true -1/2: -0.07871 hartree
LSDA curvature at n=1/2: 0.442 hartree; 1/curvature: 2.26 bohr
LSDA well: R=2.19 bohr, E=-0.58514 hartree
LSDA error at well: 0.01575 hartree
LSDA barrier: R=5.96 bohr, E=-0.54469 hartree
LSDA barrier above limit: 0.03401 hartree = 0.926 eV
LSDA barrier above well: 0.04045 hartree
LSDA 1/(4R) at barrier: 0.04197 hartree
LSDA R=20 bohr, molecule minus two half atoms (hartree): bare -0.000009, Hartree 0.012504, xc 0.000002
PBE limit 2E(1/2): -0.60643 hartree
PBE limit minus own E(1): -0.10645 hartree = -2.897 eV
PBE limit minus true -1/2: -0.10643 hartree
PBE curvature at n=1/2: 0.467 hartree; 1/curvature: 2.14 bohr
PBE well: R=2.14 bohr, E=-0.60998 hartree
PBE error at well: -0.00839 hartree
PBE barrier: R=5.68 bohr, E=-0.57128 hartree
PBE barrier above limit: 0.03515 hartree = 0.956 eV
PBE barrier above well: 0.03870 hartree
PBE 1/(4R) at barrier: 0.04401 hartree
PBE R=20 bohr, molecule minus two half atoms (hartree): bare -0.000008, Hartree 0.012504, xc 0.000002
all assertions hold
```
